# Why symmetric attachment removes the diffusive meandering drive at a desorbing step: a program that tests the result

```python
"""
Meandering of an isolated, desorbing atomic step during growth.

Result under test: with equal attachment lengths on both terraces, the
diffusion-driven growth of a bulge cancels between the terraces, leaving
  omega(q) = -2 theta0 D Gamma q^2 Lam / (1 + d Lam),
  Lam = sqrt(q^2 + 1/xs^2).
Symbols: D diffusivity, tau lifetime, xs = sqrt(D tau), c0 equilibrium
adatom density, theta0 = c0 * area per atom, sigma = supersaturation,
Gamma = area per atom * stiffness / kT, d = D / attachment velocity.
Front = lower terrace (y > 0), back = upper terrace (y < 0).
Scaled units in the solver: length xs, density c0, diffusivity D.
The solver imposes the boundary conditions on the curved step itself.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann, e as e_charge


def solve_step(q, amp, sigma, gamma, d_front, d_back, theta=0.0,
               wind=0.0, back_length=None, modes=8):
    """Return front growth, back growth, mean flux, boundary residual.

    theta = 0 and wind = 0 give the quasi-static model; theta > 0 keeps
    the motion of the step; wind is an adatom drift velocity along +y.
    back_length places a straight equilibrium step behind this one
    (used only in the quasi-static model).
    """
    points = 4 * modes
    x = (np.arange(points) + 0.5) * np.pi / (q * points)
    y = amp * np.cos(q * x)
    slope = -amp * q * np.sin(q * x)
    root = np.sqrt(1 + slope**2)
    nx, ny = -slope / root, 1 / root
    kappa = amp * q**2 * np.cos(q * x) / root**3
    wave = q * np.arange(modes)
    cosine = np.cos(np.outer(x, wave))
    sine = np.sin(np.outer(x, wave))
    far_density = 1 + sigma
    total = np.zeros(points)
    moving = theta != 0 or wind != 0
    assert not (moving and back_length is not None)
    for _ in range(12 if moving else 1):
        h = theta * total - wind * ny
        p = 0.5 * (np.mean(theta * total * root) - wind)
        fluxes, residual = [], 0.0
        for side, d in ((1, d_front), (-1, d_back)):
            rate = -p - side * np.sqrt(p**2 + 1 + wave**2)
            profile = np.exp(np.outer(y, rate))
            derivative = profile * rate
            extra = np.zeros(points)
            extra_slope = np.zeros(points)
            if side == -1 and back_length is not None:
                image = np.exp(-np.outer(y + 2 * back_length, rate))
                derivative = (profile + image) * rate
                profile = profile - image
                extra = -sigma * np.exp(-(y + back_length))
                extra_slope = -extra * ny
            field = cosine * profile
            normal = (ny[:, None] * cosine * derivative
                      - nx[:, None] * wave * sine * profile)
            matrix = side * d * (normal + h[:, None] * field) - field
            rhs = (sigma - gamma * kappa - side * d * h * far_density
                   + extra - side * d * extra_slope)
            coef = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
            residual = max(residual, np.max(np.abs(matrix @ coef - rhs)))
            density = field @ coef + extra + far_density
            flux = side * (normal @ coef + extra_slope + h * density)
            fluxes.append(flux)
        total = fluxes[0] + fluxes[1]
    growth = [2 * np.mean(f * root * np.cos(q * x)) / amp for f in fluxes]
    return growth[0], growth[1], np.mean(total * root), residual


def g(k, d):
    return k / (1 + d * k)


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


# The modes used by the solver satisfy the drifting diffusion equation.
X, Y, P = sp.symbols("X Y P", real=True)
K = sp.symbols("K", positive=True)
for sign in (1, -1):
    r = -P + sign * sp.sqrt(P**2 + 1 + K**2)
    u = sp.cos(K * X) * sp.exp(r * Y)
    bulk = sp.diff(u, X, 2) + sp.diff(u, Y, 2) + 2 * P * sp.diff(u, Y) - u
    assert sp.simplify(sp.expand(bulk / u)) == 0

# Drive on each terrace, with unequal attachment lengths.
q_t, df_t, db_t = 2.0, 0.3, 0.8
lam_t = np.sqrt(1 + q_t**2)
front, back, mean, _ = solve_step(q_t, 1e-3, 1.0, 0.0, df_t, db_t)
assert close(front, g(lam_t, df_t) - g(1, df_t), 1e-4)
assert close(back, -(g(lam_t, db_t) - g(1, db_t)), 1e-4)
assert close(mean, 1 / (1 + df_t) + 1 / (1 + db_t), 1e-4)

# Capillary part alone.
front, back, _, _ = solve_step(q_t, 1e-3, 0.0, 0.1, df_t, db_t)
assert close(front, -0.1 * q_t**2 * g(lam_t, df_t), 1e-4)
assert close(back, -0.1 * q_t**2 * g(lam_t, db_t), 1e-4)

# Cancellation at finite amplitude, and its loss for unequal attachment.
big_front, big_back, _, res = solve_step(2.0, 0.1, 1.0, 0.0, 0.3, 0.3,
                                         modes=16)
assert res < 1e-5
assert big_front > 0.1
assert abs(big_front + big_back) < 1e-8
uneven = solve_step(2.0, 0.1, 1.0, 0.0, 0.3, 0.8, modes=16)
assert uneven[0] + uneven[1] > 0.01

# A straight neighbour behind the step.
len_t, d_t = 5.0, 0.3
near = solve_step(q_t, 1e-3, 1.0, 0.0, d_t, d_t, back_length=len_t)
alone = solve_step(q_t, 1e-3, 1.0, 0.0, d_t, d_t)
neighbour_law = 2 * np.exp(-len_t) * ((1 - d_t) * g(lam_t, d_t)
                                      + d_t * g(1, d_t))
assert close(near[1] - alone[1], neighbour_law, 0.02)

# Worked example: rough values in the regime of Si(111) near 1500 K.
temperature = 1500.0        # K
lattice = 0.543             # nm, cubic cell edge
diffusivity = 1.0e8         # nm^2/s
lifetime = 0.25             # s
theta0 = 0.1                # equilibrium adatoms per bilayer atom
stiffness = 0.15            # eV/nm
d_nm = 1.0                  # nm, same on both sides
sigma = 0.005               # supersaturation
field_v_cm = 3.0            # V/cm, direct-current heating
charge_number = 0.1         # effective adatom charge / e

kT = k_boltzmann * temperature / e_charge
area = lattice**2 * np.sqrt(3) / 8
xs = np.sqrt(diffusivity * lifetime)
gamma_nm = area * stiffness / kT
gam, d = gamma_nm / xs, d_nm / xs
rate_unit = theta0 * diffusivity / xs**2
speed = theta0 * diffusivity / xs * 2 * sigma / (1 + d)


def rates(wavelength_nm):
    """Front drive, back drive, capillary rate, one-sided rate, in 1/s."""
    q = 2 * np.pi * xs / wavelength_nm
    lam = np.sqrt(1 + q**2)
    drive = sigma * (g(lam, d) - g(1, d))
    capillary = -2 * gam * q**2 * g(lam, d)
    return [rate_unit * v for v in
            (drive, -drive, capillary, drive + capillary / 2)]


table = []
for wavelength in (1000.0, 2000.0, 5000.0, 10000.0, 20000.0):
    q = 2 * np.pi * xs / wavelength
    amp = 1e-3 / q
    f, b, m, _ = solve_step(q, amp, sigma, gam, d, d)
    drive_f, drive_b, cap, one_sided = rates(wavelength)
    assert close(rate_unit * (f + b), cap, 1e-3)
    assert close(rate_unit * f, one_sided, 1e-3)
    assert close(theta0 * diffusivity / xs * m, speed, 1e-3)
    pure = solve_step(q, amp, sigma, 0.0, d, d)
    assert close(rate_unit * pure[0], drive_f, 1e-3)
    assert close(rate_unit * pure[1], drive_b, 1e-3)
    table.append((wavelength, rate_unit * pure[0], rate_unit * pure[1],
                  rate_unit * (f + b), rate_unit * f))

# Tolerated attachment asymmetry for long waves.
delta_c = 2 * gam * (1 + d)**2 / sigma
q_long = 0.05
below = solve_step(q_long, 0.01, sigma, gam, d, d + 0.95 * delta_c)
above = solve_step(q_long, 0.01, sigma, gam, d, d + 1.05 * delta_c)
assert below[0] + below[1] < 0 < above[0] + above[1]

# Motion of the step and electromigration, relative to capillary decay.
wind_size = charge_number * field_v_cm * 1e-7 * xs / kT
speed_scaled = speed * xs / diffusivity


def motion_law(q, h):
    lam = np.sqrt(1 + q**2)
    return h * (sigma - 2 * d) / (2 * gam * lam * (lam + 1))


def motion_measured(q, wind):
    still = solve_step(q, 0.01, sigma, gam, d, d)
    moved = solve_step(q, 0.01, sigma, gam, d, d, theta=theta0, wind=wind)
    return (sum(moved[:2]) - sum(still[:2])) / abs(sum(still[:2]))


for q in (q_long, 1.0):
    for wind in (0.0, -wind_size, wind_size):
        target = motion_law(q, speed_scaled - wind)
        assert abs(motion_measured(q, wind) - target) < 0.005
motion_share = motion_measured(q_long, 0.0)
uphill_share = motion_measured(q_long, -wind_size) - motion_share
assert close(motion_share, motion_law(q_long, speed_scaled), 0.05)
assert close(uphill_share, motion_law(q_long, wind_size), 0.05)

# Supersaturation at which motion alone destabilises a symmetric step.
sigma_c = d + np.sqrt(d**2 + 2 * gam / theta0)
low = solve_step(q_long, 0.01, 0.95 * sigma_c, gam, d, d, theta=theta0)
high = solve_step(q_long, 0.01, 1.05 * sigma_c, gam, d, d, theta=theta0)
assert low[0] + low[1] < 0 < high[0] + high[1]


def isolation_length(wavelength_nm):
    """Distance at which a neighbour behind adds 10% of capillary decay."""
    lam = np.sqrt(1 + (2 * np.pi * xs / wavelength_nm)**2)
    prefactor = 2 * sigma * rate_unit * ((1 - d) * g(lam, d) + d * g(1, d))
    return xs * np.log(prefactor / (0.1 * abs(rates(wavelength_nm)[2])))


for wavelength in (2000.0, 10000.0):
    q = 2 * np.pi * xs / wavelength
    gap = isolation_length(wavelength) / xs
    with_n = solve_step(q, 1e-3 / q, sigma, gam, d, d, back_length=gap)
    without = solve_step(q, 1e-3 / q, sigma, gam, d, d)
    share = (with_n[1] - without[1]) / abs(without[0] + without[1])
    assert close(share, 0.1, 0.1)

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"cubic lattice constant: {lattice:.3f} nm")
print(f"area per atom in a bilayer: {area:.4f} nm^2")
print(f"diffusivity D: {diffusivity:.1e} nm^2/s")
print(f"adatom lifetime tau: {lifetime:.2f} s")
print(f"diffusion length xs: {xs:.0f} nm")
print(f"equilibrium coverage theta0: {theta0:.2f}")
print(f"step stiffness: {stiffness:.2f} eV/nm")
print(f"capillary length Gamma: {gamma_nm:.4f} nm")
print(f"attachment length d, both sides: {d_nm:.1f} nm")
print(f"supersaturation sigma: {sigma:.4f}")
print(f"arrival rate: {theta0 * (1 + sigma) / lifetime:.4f} bilayers/s")
print(f"straight-step velocity V: {speed:.2f} nm/s")
print("rates in 1/s, from the curved-step solution:")
print("wavelength_nm  front_drive  back_drive  total  front_fed_only")
for row in table:
    print(f"{row[0]:8.0f} {row[1]:12.4e} {row[2]:12.4e}"
          f" {row[3]:12.4e} {row[4]:12.4e}")
print(f"decay time at 2000 nm: {-1 / table[1][3]:.1f} s")
print("finite-amplitude test, xs = 1, q = 2, amplitude 0.1, d = 0.3:")
print(f"  front first harmonic / amplitude: {big_front:.5f} (scaled)")
print(f"  back first harmonic / amplitude: {big_back:.5f} (scaled)")
print(f"  size of their sum below 1e-8: {abs(big_front + big_back) < 1e-8}")
print("neglected effects, as shares of capillary decay (long waves):")
print(f"  wavelength used: {2 * np.pi * xs / q_long / 1000:.0f} um")
print(f"  step motion: {motion_share:+.4f}")
print(f"  heating field: {field_v_cm:.1f} V/cm")
print(f"  effective adatom charge: {charge_number:.2f} e")
print(f"  drift toward upper terrace: {uphill_share:+.4f}")
print(f"critical supersaturation from step motion: {sigma_c:.4f}")
print(f"critical attachment-length difference: {delta_c * xs:.1f} nm")
for wavelength in (2000.0, 10000.0):
    print(f"neighbour distance for a 10% effect at {wavelength:.0f} nm: "
          f"{isolation_length(wavelength):.0f} nm")
print("all assertions hold")
```

Running it gives:

```
temperature: 1500 K
thermal energy kT: 0.1293 eV
cubic lattice constant: 0.543 nm
area per atom in a bilayer: 0.0638 nm^2
diffusivity D: 1.0e+08 nm^2/s
adatom lifetime tau: 0.25 s
diffusion length xs: 5000 nm
equilibrium coverage theta0: 0.10
step stiffness: 0.15 eV/nm
capillary length Gamma: 0.0741 nm
attachment length d, both sides: 1.0 nm
supersaturation sigma: 0.0050
arrival rate: 0.4020 bilayers/s
straight-step velocity V: 20.00 nm/s
rates in 1/s, from the curved-step solution:
wavelength_nm  front_drive  back_drive  total  front_fed_only
    1000   6.0471e-02  -6.0471e-02  -3.6540e-01  -1.2223e-01
    2000   2.9381e-02  -2.9381e-02  -4.5887e-02   6.4376e-03
    5000   1.0709e-02  -1.0709e-02  -2.9733e-03   9.2221e-03
   10000   4.5899e-03  -4.5899e-03  -3.8542e-04   4.3972e-03
   20000   1.7232e-03  -1.7232e-03  -5.4437e-05   1.6960e-03
decay time at 2000 nm: 21.8 s
finite-amplitude test, xs = 1, q = 2, amplitude 0.1, d = 0.3:
  front first harmonic / amplitude: 0.56743 (scaled)
  back first harmonic / amplitude: -0.56743 (scaled)
  size of their sum below 1e-8: True
neglected effects, as shares of capillary decay (long waves):
  wavelength used: 628 um
  step motion: +0.0774
  heating field: 3.0 V/cm
  effective adatom charge: 0.10 e
  drift toward upper terrace: +0.0899
critical supersaturation from step motion: 0.0174
critical attachment-length difference: 29.6 nm
neighbour distance for a 10% effect at 2000 nm: 13078 nm
neighbour distance for a 10% effect at 10000 nm: 29172 nm
all assertions hold
```
